# Curvature of a free plate with a stepped linear eigenstrain: a program that tests the result

```python
# Result under test: a free plate of uniform modulus has the linear eigenstrain
#   e(z) = e0 + g*z,  -h/2 < z < h/2,
# replaced by N equal layers, each with the value of e at its mid-height.
# Its curvature is g*(1 - 1/N**2); the continuous profile gives g.
# Symbols: h thickness, M = E/(1-nu) biaxial modulus, a disc radius,
# total in-plane strain = strain0 + curvature*z (positive: top face longer).
# In the tests heights are in units of h and g*h = 1 unless stated.
import itertools
import numpy as np
import sympy as sp
from scipy import sparse
from scipy.sparse.linalg import spsolve
from scipy.optimize import brentq, minimize


def plate_response(edges, moduli, eigenstrains):
    """Solve zero force and zero moment; return midplane strain, curvature*h."""
    low, high = edges[:-1], edges[1:]
    m0 = moduli * (high - low)
    m1 = moduli * (high**2 - low**2) / 2
    m2 = moduli * (high**3 - low**3) / 3
    matrix = np.array([[m0.sum(), m1.sum()], [m1.sum(), m2.sum()]])
    load = np.array([(m0 * eigenstrains).sum(), (m1 * eigenstrains).sum()])
    return np.linalg.solve(matrix, load)


def equal_layers(count):
    edges = np.linspace(-0.5, 0.5, count + 1)
    return edges, (edges[:-1] + edges[1:]) / 2


# Symbolic layer sum for general N
N, i = sp.symbols("N i", positive=True, integer=True)
height = (i - (N + 1) / sp.Integer(2)) / N
layer_sum = sp.summation(sp.expand(height**2), (i, 1, N))
assert sp.simplify(12 * layer_sum / N - (1 - 1 / N**2)) == 0

# Force and moment balance, sampling rules, sawtooth moment and peak stress
gauss2 = np.array([-1.0, 1.0]) / np.sqrt(3)
for count in range(1, 41):
    edges, mids = equal_layers(count)
    ones = np.ones(count)
    strain0, curv = plate_response(edges, ones, mids)
    assert abs(curv - (1 - 1 / count**2)) < 1e-11
    assert abs(strain0) < 1e-12
    shifted0, shifted_curv = plate_response(edges, ones, edges[:-1])
    assert abs(shifted_curv - curv) < 1e-11
    assert abs(shifted0 + 1 / (2 * count)) < 1e-11
    if count > 1:
        end_values = np.linspace(-0.5, 0.5, count)
        end_curv = plate_response(edges, ones, end_values)[1]
        assert abs(end_curv - (1 + 1 / count)) < 1e-11
    points = mids[:, None] + gauss2 / (2 * count)
    tooth_moment = np.sum(points * (points - mids[:, None])) / (2 * count)
    assert abs(12 * tooth_moment - 1 / count**2) < 1e-12
    stress = np.array([strain0 + curv * edges[:-1] - mids,
                       strain0 + curv * edges[1:] - mids])
    peak = (count - 1) * (count + 2) / (2 * count**3)
    assert abs(np.abs(stress).max() - peak) < 1e-11
    assert abs(abs(stress[1, 0]) - peak) < 1e-11

# A nearly continuous linear profile gives g even when the modulus varies
edges, mids = equal_layers(400)
varied = plate_response(edges, 1 + 0.5 * np.sin(7 * mids), mids)[1]
assert abs(varied - 1) < 1e-4


# Axisymmetric elastic disc with free surfaces, quadratic finite elements
def quadratic_basis(edges):
    g, w = np.polynomial.legendre.leggauss(3)
    shape = np.array([g * (g - 1) / 2, 1 - g * g, g * (g + 1) / 2]).T
    slope = np.array([g - 0.5, -2 * g, g + 0.5]).T
    count = len(edges) - 1
    value = np.zeros((3 * count, 2 * count + 1))
    deriv = np.zeros_like(value)
    points, weights = np.zeros(3 * count), np.zeros(3 * count)
    for k in range(count):
        size = edges[k + 1] - edges[k]
        rows, cols = slice(3 * k, 3 * k + 3), slice(2 * k, 2 * k + 3)
        value[rows, cols] = shape
        deriv[rows, cols] = slope * 2 / size
        points[rows] = edges[k] + size * (1 + g) / 2
        weights[rows] = size * w / 2
    return points, weights, value, deriv


def disc_curvature(count, nu, radius=8.0):
    r, wr, nr, dr = quadratic_basis(np.linspace(0, radius, 49))
    z, wz, nz, dz = quadratic_basis(np.linspace(-0.5, 0.5, 2 * count + 1))

    def product(left, right):
        return sparse.kron(sparse.csr_matrix(left), sparse.csr_matrix(right),
                           format="csr")

    half = nr.shape[1] * nz.shape[1]
    empty = sparse.csr_matrix((len(r) * len(z), half))
    radial = sparse.hstack([product(dr, nz), empty]).tocsr()
    hoop = sparse.hstack([product(nr / r[:, None], nz), empty]).tocsr()
    normal = sparse.hstack([empty, product(nr, dz)]).tocsr()
    shear = sparse.hstack([product(nr, dz), product(dr, nz)]).tocsr()
    trace = radial + hoop + normal
    weight = sparse.diags(np.kron(wr * r, wz))
    lame = nu / ((1 + nu) * (1 - 2 * nu))
    mu = 1 / (2 * (1 + nu))
    stiffness = lame * (trace.T @ weight @ trace)
    for part in (radial, hoop, normal):
        stiffness = stiffness + 2 * mu * (part.T @ weight @ part)
    stiffness = (stiffness + mu * (shear.T @ weight @ shear)).tocsr()
    steps = (np.floor((z + 0.5) * count) + 0.5) / count - 0.5
    eigen = np.kron(np.ones(len(r)), steps)
    load = lame * (trace.T @ (weight @ (2 * eigen)))
    load = load + 2 * mu * ((radial + hoop).T @ (weight @ eigen))
    rows_z = nz.shape[1]
    fixed = np.append(np.arange(rows_z), half)  # axis, and one height
    free = np.setdiff1d(np.arange(2 * half), fixed)
    shift = np.zeros(2 * half)
    shift[free] = spsolve(stiffness[free][:, free].tocsc(), load[free])
    node = nr.shape[1] // 4
    node_radius = radius * node / (nr.shape[1] - 1)
    column = shift[node * rows_z:(node + 1) * rows_z]
    return (column[-1] - column[0]) / node_radius


# Rough typical inputs for a released electroplated copper disc
thickness = 2.0e-6
radius = 50e-6
young = 120e9
nu = 0.34
mean_eigen = -5.0e-4
eigen_range = 4.0e-4
steps = 5
surface_stress = 1.0
drift_stress = 10e6
soft, stiff = 115e9, 260e9
yield_stress = 200e6

fem_factors = {}
for count in (2, 3):
    fem_factors[count] = disc_curvature(count, nu)
    # finite radius leaves a rim correction of order (h/a)**2 times a small number
    assert abs(fem_factors[count] - (1 - 1 / count**2)) < 5e-3

# Finite deflection: minimise stretching plus bending energy of a spherical cap
# lengths scaled so that k = curvature*a**2/h and strains are in (h/a)**2
gp, gw = np.polynomial.legendre.leggauss(8)
rho, rho_weight = (gp + 1) / 2, gw / 2


def cap_energy(variables, target):
    c1, c3, k = variables
    er = c1 + 3 * c3 * rho**2 + k**2 * rho**2 / 2
    et = c1 + c3 * rho**2
    stretch = (er**2 + et**2 + 2 * nu * er * et) / (2 * (1 - nu**2))
    bend = (k - target)**2 / (12 * (1 - nu))
    return np.sum(rho_weight * rho * (stretch + bend))


target = 2.0
best = minimize(cap_energy, [0.0, 0.0, 1.5], args=(target,), method="Nelder-Mead",
                options={"xatol": 1e-9, "fatol": 1e-15, "maxiter": 5000,
                         "maxfev": 5000}).x[2]
root = brentq(lambda k: k + (1 - nu) * k**3 / 16 - target, 0, target)
assert abs(best - root) < 1e-4

# Surface-stress formula against a thin strained skin on the top face
skin = 1e-3
skin_edges = np.array([-0.5, 0.5 - skin, 0.5])
skin_curv = plate_response(skin_edges, np.ones(2), np.array([0.0, 1 / skin]))[1]
assert abs(skin_curv / 6 - 1) < 2e-3  # skin of finite thickness

# Worked example
modulus = young / (1 - nu)
gradient = eigen_range / thickness
edges, mids = equal_layers(steps)
layer_eigen = mean_eigen + eigen_range * mids
uniform = np.full(steps, modulus)
strain0, curv_h = plate_response(edges, uniform, layer_eigen)
curvature = curv_h / thickness
assert abs(curvature / (gradient * (1 - 1 / steps**2)) - 1) < 1e-10
attached = -modulus * layer_eigen
released = modulus * np.array([strain0 + curv_h * edges[:-1] - layer_eigen,
                               strain0 + curv_h * edges[1:] - layer_eigen])
peak_released = np.abs(released).max()
assert attached.max() < yield_stress and peak_released < yield_stress
drop_exact = gradient * radius**2 / 2
drop_steps = curvature * radius**2 / 2
needed = next(n for n in range(1, 1000) if 100 <= n * n)
needed_curv = plate_response(equal_layers(needed)[0], np.ones(needed),
                             equal_layers(needed)[1])[1]
before_curv = plate_response(equal_layers(needed - 1)[0], np.ones(needed - 1),
                             equal_layers(needed - 1)[1])[1]
assert 1 - needed_curv < 0.01 + 1e-10 < 1 - before_curv

# Neglected effects for the same disc
large = brentq(lambda c: c + (1 - nu) * radius**4 * c**3 / (16 * thickness**2)
               - curvature, 0, curvature)
surface_curv = 6 * surface_stress / (modulus * thickness**2)
drifted = layer_eigen.copy()
drifted[-1] += drift_stress / modulus
drift_curv = plate_response(edges, uniform, drifted)[1] / thickness - curvature
mixed = [plate_response(edges, np.array(choice), mids)[1]
         for choice in itertools.product((soft, stiff), repeat=steps)]

print("Curvature / gradient from force and moment balance:")
for count in (1, 2, 3, 5, 10):
    e, m = equal_layers(count)
    value = plate_response(e, np.ones(count), m)[1]
    print(f"  N = {count:2d}: {abs(value):.4f}")
for count, value in fem_factors.items():
    print(f"Finite-element disc, N = {count}: {value:.4f}")
print(f"Thickness: {thickness*1e9:.0f} nm")
print(f"Layer thickness: {thickness/steps*1e9:.0f} nm")
print(f"Disc radius: {radius*1e6:.0f} um")
print(f"Young modulus: {young/1e9:.0f} GPa")
print(f"Poisson ratio: {nu:.2f}")
print(f"Biaxial modulus: {modulus/1e9:.1f} GPa")
print(f"Mean eigenstrain: {mean_eigen*1e4:.1f} e-4")
print(f"Eigenstrain difference, top - bottom: {eigen_range*1e4:.1f} e-4")
print(f"Number of steps: {steps}")
for k in range(steps):
    print(f"Layer {k+1}: mid-height {mids[k]*thickness*1e9:.0f} nm, "
          f"eigenstrain {layer_eigen[k]*1e4:.1f} e-4, "
          f"stress before release {attached[k]/1e6:.1f} MPa")
print(f"Curvature, linear profile: {gradient:.1f} 1/m")
print(f"Curvature, stepped profile: {curvature:.1f} 1/m")
print(f"Radius of curvature, linear: {1e3/gradient:.3f} mm")
print(f"Radius of curvature, stepped: {1e3/curvature:.3f} mm")
print(f"Rim drop, linear: {drop_exact*1e9:.1f} nm")
print(f"Rim drop, stepped: {drop_steps*1e9:.1f} nm")
print(f"Curvature deficit: {100*(1-curvature/gradient):.2f} %")
print(f"Peak stress after release, stepped: {peak_released/1e6:.2f} MPa")
print(f"Steps needed for a deficit of 1 %: {needed}")
print("Neglected effects, relative to the stepped curvature:")
print(f"  finite deflection: {100*(large/curvature-1):.2f} %")
print(f"  surface stress difference assumed: {surface_stress:.1f} N/m")
print(f"  its curvature: {surface_curv:.2f} 1/m, "
      f"{100*surface_curv/curvature:.1f} %")
print(f"  top-layer stress drift assumed: {drift_stress/1e6:.0f} MPa")
print(f"  its curvature: {drift_curv:.1f} 1/m, "
      f"{100*drift_curv/curvature:.1f} %")
print(f"  soft and stiff layer moduli: {soft/1e9:.0f}, {stiff/1e9:.0f} GPa")
print(f"  curvature / gradient, mixed layers: {min(mixed):.4f} "
      f"to {max(mixed):.4f}")
print(f"  rough yield stress: {yield_stress/1e6:.0f} MPa")
print(f"  largest stress before release / yield: "
      f"{attached.max()/yield_stress:.2f}")
print("every check passed")
```

Output:

```
Curvature / gradient from force and moment balance:
  N =  1: 0.0000
  N =  2: 0.7500
  N =  3: 0.8889
  N =  5: 0.9600
  N = 10: 0.9900
Finite-element disc, N = 2: 0.7500
Finite-element disc, N = 3: 0.8889
Thickness: 2000 nm
Layer thickness: 400 nm
Disc radius: 50 um
Young modulus: 120 GPa
Poisson ratio: 0.34
Biaxial modulus: 181.8 GPa
Mean eigenstrain: -5.0 e-4
Eigenstrain difference, top - bottom: 4.0 e-4
Number of steps: 5
Layer 1: mid-height -800 nm, eigenstrain -6.6 e-4, stress before release 120.0 MPa
Layer 2: mid-height -400 nm, eigenstrain -5.8 e-4, stress before release 105.5 MPa
Layer 3: mid-height 0 nm, eigenstrain -5.0 e-4, stress before release 90.9 MPa
Layer 4: mid-height 400 nm, eigenstrain -4.2 e-4, stress before release 76.4 MPa
Layer 5: mid-height 800 nm, eigenstrain -3.4 e-4, stress before release 61.8 MPa
Curvature, linear profile: 200.0 1/m
Curvature, stepped profile: 192.0 1/m
Radius of curvature, linear: 5.000 mm
Radius of curvature, stepped: 5.208 mm
Rim drop, linear: 250.0 nm
Rim drop, stepped: 240.0 nm
Curvature deficit: 4.00 %
Peak stress after release, stepped: 8.15 MPa
Steps needed for a deficit of 1 %: 10
Neglected effects, relative to the stepped curvature:
  finite deflection: -0.24 %
  surface stress difference assumed: 1.0 N/m
  its curvature: 8.25 1/m, 4.3 %
  top-layer stress drift assumed: 10 MPa
  its curvature: 26.4 1/m, 13.7 %
  soft and stiff layer moduli: 115, 260 GPa
  curvature / gradient, mixed layers: 0.9448 to 0.9697
  rough yield stress: 200 MPa
  largest stress before release / yield: 0.60
every check passed
```
